# Back-to-Back Schottky Contacts and the Straight Line Near Zero Bias, part 2

An n-type semiconducting oxide film lies between two metal layers. Its current–voltage curve is straight near zero, although both contacts rectify. A contact is called *ohmic* only if its own voltage is proportional to the current throughout the range of use.

Here $e>0$ is the elementary charge, $k$ Boltzmann's constant and $T$ the temperature. The forward voltage $U$ of one contact is the potential of its metal minus that of the neutral film beside it, counted from equilibrium. With constant saturation current $I_s$, the ideal diode law for the current from metal to film is

$$
I(U)=I_s\left[\exp\!\left(\frac{eU}{kT}\right)-1\right].
$$

Two identical ideal contacts facing each other, the "ideal pair", carry at total voltage $V$

$$
I=I_s\tanh\!\left(\frac{eV}{2kT}\right).
$$

The initial straight line is $I=V/R_0$, with zero-bias resistance $R_0=2kT/(eI_s)$. The voltage on the forward contact stays below $(kT/e)\ln 2$, which is 17.9 mV at 300 K. With a linear resistor $R$ in series and $i=I/I_s$,

$$
\frac{V}{I}=R+R_0\,\frac{\text{artanh}\,i}{i}.
$$

The example has $T=300$ K, $kT/e=25.85$ mV, saturation current density $J_s=1$ mA/cm² and contact area $10^{-4}$ cm², so $I_s=0.1$ μA and $R_0=517$ kΩ. The chord conductance $I/V$ of the ideal pair drops by 1% at 9.0 mV. With $R=10R_0=5.17$ MΩ it does so only at 302 mV, where $i=0.525$.

If one saturation current is twice the other, the currents at +10 mV and −10 mV differ in magnitude by the factor 1.136, the "14% asymmetry". In the numerical list, $R^2$ is the fraction of the variance of the current that a straight-line fit accounts for.

## The barrier inside one contact

The ideal law takes $I_s$ as constant. In a real contact a reverse voltage changes the shape of the barrier, and with it the saturation current. A model of the barrier shows how much.

Let the metal surface be at $x=0$ and the film at $x>0$. The conduction-band edge $E_c(x)$ is measured from the Fermi level of the metal. Near the metal the film is depleted of electrons over a width $W$, leaving positive donors of density $N$. Poisson's equation for the electron energy is then

$$
\frac{d^2E_c}{dx^2}=\frac{e^2N}{\varepsilon_s},
$$

where $\varepsilon_s$ is the static permittivity. With zero slope at $x=W$, integrating twice gives

$$
E_c(x)=E_c(W)+\frac{e^2N}{2\varepsilon_s}(W-x)^2 .
$$

Call the total band bending $\psi$. Setting $x=0$ yields $\psi=e^2NW^2/(2\varepsilon_s)$, so

$$
W=\sqrt{\frac{2\varepsilon_s\psi}{e^2N}} .
$$

If $\phi$ is the barrier height at the metal and $N_c$ the effective density of band states, the neutral film has its band edge at $kT\ln(N_c/N)$ above its own Fermi level. That Fermi level lies at $eU$. Therefore

$$
\psi=\phi-kT\ln\frac{N_c}{N}-eU .
$$

A reverse voltage, $U<0$, increases $\psi$ and widens the depleted layer.

An electron at distance $x$ from the metal is also attracted by its image charge at distance $2x$. The force is $e^2/[4\pi\varepsilon_o(2x)^2]$. Integrating it from $x$ to infinity gives the energy $-e^2/(16\pi\varepsilon_o x)$. The optical permittivity $\varepsilon_o$ is used here. It is smaller than the static one and so gives the larger image effect. The complete band edge is

$$
E_c(x)=\phi-\psi\left[1-\left(1-\frac{x}{W}\right)^2\right]-\frac{e^2}{16\pi\varepsilon_o x}.
$$

It has a rounded maximum $E_p$ at some position $x_m$ close to the metal.

## Current through the barrier

Let $E_F(x)$ be the local Fermi level of the electrons. For a dilute electron gas their density is $n=N_c\exp[(E_F-E_c)/kT]$. The current density from metal to film is

$$
J=\mu n\frac{dE_F}{dx},
$$

with mobility $\mu$. The sign is right: if $E_F$ rises into the film, electrons move towards the metal, and conventional current flows the other way.

Insert $n$ and multiply by $\exp(E_c/kT)$. Since $e^{E_F/kT}\,dE_F/dx=kT\,d(e^{E_F/kT})/dx$, and since the diffusion constant $D$ satisfies $eD=\mu kT$,

$$
J\,e^{E_c/kT}=eDN_c\,\frac{d}{dx}e^{E_F/kT}.
$$

In steady state $J$ does not depend on $x$. Integrating from $x_m$ to $W$, where $E_F=eU$, gives

$$
\frac{J}{eDN_c}\int_{x_m}^{W}e^{E_c/kT}dx
=e^{eU/kT}-e^{E_F(x_m)/kT}.
$$

Assume that electrons crossing the top reach the metal without further scattering. They then pass into the metal at the rate $n(x_m)v_R$ per unit area. The metal returns the equilibrium flow $n_0v_R$, with $n_0=N_ce^{-E_p/kT}$. The emission velocity $v_R$ is the one-sided average over a Maxwell distribution for mass $m$:

$$
v_R=\int_0^\infty w\sqrt{\frac{m}{2\pi kT}}\,e^{-mw^2/2kT}dw
=\sqrt{\frac{kT}{2\pi m}} .
$$

The net current $J=ev_R[n(x_m)-n_0]$ can be written as

$$
\frac{J}{ev_RN_c}\,e^{E_p/kT}=e^{E_F(x_m)/kT}-1 .
$$

Adding this to the integrated equation removes the unknown $E_F(x_m)$:

$$
J=J_s(U)\left[e^{eU/kT}-1\right],
$$

$$
J_s(U)=\frac{eN_c}{\dfrac{e^{E_p/kT}}{v_R}+\dfrac1D\displaystyle\int_{x_m}^{W}e^{E_c/kT}dx}.
$$

The ideal form has returned, with a saturation current that depends on bias through $E_c$. The two terms in the denominator act like impedances in series: emission at the top, and drift with diffusion on the way there.

This result was tested by integrating the equation for the electron density, $J=\mu n\,dE_c/dx+\mu kT\,dn/dx$, step by step through the barrier. For $U=+15$ mV and $U=-100$ mV the integration reproduced $\exp(eU/kT)$ to better than one part in $10^5$.

## What survives at zero bias

Differentiate the current at $U=0$. The derivative of $J_s(U)$ is multiplied by $e^0-1=0$ and drops out:

$$
\left.\frac{dJ}{dU}\right|_{0}=\frac{e}{kT}J_s(0).
$$

The pair therefore keeps the zero-bias resistance $2kT/(eI_s)$, with $I_s$ taken at zero bias. Identical contacts still give $I(-V)=-I(V)$. The misleading straight line does not depend on the saturation current being constant. The flat saturation at higher voltage does.

## Numbers for the barrier

The film is 1000 nm thick, with $N=10^{16}$ cm⁻³, $\mu=10$ cm²/Vs, a mass of 0.34 electron masses, and relative permittivities of 10 (static) and 4 (optical). The barrier that gives $J_s(0)=1$ mA/cm² is then $\phi=0.528$ eV. The image force lowers its top by 36 meV, to about 0.492 eV. The band bending is 0.367 eV and the depletion width 201 nm.

Emission accounts for 5% of the impedance in the denominator of $J_s$. The other 95% is drift and diffusion near the top. In this film the saturation current is limited mainly by the low mobility.

The low mobility also strains the model. The mean free path is only about 0.4 nm, while the top lies 5 nm from the metal, so electrons do scatter on that last stretch. Counting drift and diffusion there, in place of free emission at the top, lowers $J_s$ by about 18% at fixed barrier height. A barrier about 5 meV lower restores 1 mA/cm², and the bias dependence given next hardly changes.

A reverse voltage of 200 mV on one contact raises $J_s$ by the factor 1.45. A rough estimate shows where this comes from. The slope of the parabolic barrier at the metal is $2\psi/W$, which is proportional to $W$. It grows by $250.4/201.4=1.24$, and a drift-limited current grows with it. For a nearly linear barrier of slope $F$, the maximum of $-Fx-c/x$, with $c=e^2/(16\pi\varepsilon_o)$, is $-2\sqrt{Fc}$. The image lowering thus grows as $\sqrt F$, from 36.0 to about 40.1 meV, which contributes $\exp(4.1/25.85)=1.17$. The product is 1.46. The separation into two factors is approximate, because the rounding also changes the integral in $J_s$. The sharp edge assumed for the depleted layer matters slightly too: with the gradual tail of electrons included, the field at the metal grows by 1.26 instead of 1.24. With the barrier readjusted to the same $J_s(0)$, the factor 1.45 then becomes 1.48, and the excess at 200 mV given next becomes 43% instead of 40%.

For the complete pair, the bias-dependent model gives 0.3% more current than the hyperbolic tangent at 10 mV and 40% more at 200 mV. The current at 200 mV is then about 0.14 μA, still far below the 0.387 μA of the straight line. If the static permittivity is used in the image force, with the barrier readjusted to the same $J_s(0)$, the excess at 200 mV is 33% instead of 40%. In either case the curve bends, but it does not become flat. The bound of 17.9 mV on the forward contact also fails. That contact must now carry about $1.4I_s$, which requires roughly $25.85\ln 2.4\approx23$ mV if its own saturation current is left at the zero-bias value.

## Other effects left out

**Tunnelling.** Electrons can pass through the barrier just below its top. In the semiclassical approximation, the transmission at energy $E$ is $\exp[-(2/\hbar)\int\sqrt{2m(E_c-E)}\,dx]$, integrated over the region where $E_c>E$. Weighted with the Boltzmann factor, this flow is 12% of the flow over the top at zero bias and 14% at 200 mV reverse. Treated only as an increase of $v_R$, it would change $J_s$ by less than 1%, since emission makes up 5% of the impedance. But a tunnelling electron also avoids part of the drift region, which holds most of the impedance. With this included, and scattering during the passage neglected, $J_s$ rises by about 13% at zero bias and 17% at 200 mV reverse. These figures are rough and probably too high. The formula sets the transmission to 1 at the top and ignores reflection above it. For a rounded top the transmission there is 1/2. The flow below the top is then about 8% at zero bias, nearly cancelled by reflection above it, and $J_s$ rises by about 11% and 14%. Solving the wave equation with the image potential cut off at a flat floor near the metal gives a rise of only 3 to 5%. The short mean free path also makes scattering during the passage likely.

**Film resistance.** At zero bias the neutral part of the film is $1000-2\times201=597$ nm thick. Its resistance times area is $3.7\times10^{-3}$ Ω cm², against 51.7 Ω cm² for the contacts. The ratio is $7\times10^{-5}$, so neglecting the film in the vertical stack is justified.

**Field, degeneracy and heating.** The peak field of the parabolic barrier at 200 mV reverse is 0.045 MV/cm, far below the order of 1 MV/cm taken here as a rough scale for breakdown in a wide-gap oxide. The ratio $N/N_c$ is 0.002, which supports the dilute-gas formula. The ideal pair dissipates $2\times10^{-4}$ W/cm² at 200 mV, roughly a five-hundredth of the power density of full sunlight.

**Temperature of use.** At 350 K, with barrier, donor density and mobility held fixed, $J_s$ rises to 18 mA/cm² and $R_0$ falls from 517 to 33 kΩ. Most of this is the Boltzmann factor of the lowered barrier: $\exp[(0.492/0.02585)(1-300/350)]\approx15$. A modest change of temperature matters far more for $R_0$ than any of the other effects in this section.

## The model beside real oxide contacts

Amorphous indium gallium zinc oxide can form rectifying contacts with metals of high work function, and the film parameters above are rough values for that material. The barrier of 0.53 eV is on the low side, since good rectifying contacts are often reported at 0.8 eV or more. In the present model 0.8 eV gives $J_s\approx4\times10^{-8}$ A/cm² and $R_0\approx10^{10}$ Ω, so the contacts would dominate still more. The film thickness is not typical of transistors, whose channels are usually some tens of nanometres thick. Two depletion layers of 201 nm would not fit into such a film in a vertical stack, and the picture of two independent contacts would fail. The saturation current of a real contact is also uncertain by orders of magnitude: at 300 K and with other factors fixed, a shift of the barrier by $kT\ln10\approx60$ meV changes the Boltzmann factor, and so roughly $R_0$, by a factor of ten. The assumption most directly broken is that of constant $I_s$, since the current at 200 mV in the present model is 40% larger than the ideal formula gives. The upper and lower interfaces of a stack are made in different steps and need not be equal; a factor of two between them gives the 14% asymmetry at 10 mV found earlier. Leakage through traps and lateral variations of the barrier have not been estimated here, and either could be larger than the effects that were.

## What to measure instead

**Higher voltage.** A sweep to many times $kT/e$ exposes the bare pair, because its current leaves the initial line. It falls far below the line when the saturation current depends weakly on bias, as in the models above. If the barrier shifts strongly with bias, so that one contact carries $I_se^{u/n}(1-e^{-u})$ with $u=eU/kT$ and ideality factor $n$, the bend is weaker or reversed. For $n=1.5$ the pair stays within 1% of the line up to about 60 mV and lies 40% above it at 200 mV. With a series resistor the sweep must reach the order of $I_sR$. A bend shows that some element is nonlinear, but does not by itself say which one.

**Both polarities.** Currents of different magnitude at $+V$ and $-V$ point to unequal contacts, once a voltage offset in the measuring circuit has been excluded. At 10 mV, an offset of only 0.64 mV across a plain resistor would imitate the 14% asymmetry found earlier. Equal magnitudes do not show that the contacts are ohmic, since identical rectifiers are symmetric too.

**Film length at fixed current.** Suppose several samples have the same contacts and differ in film length $L$, with a uniform, linear film of resistance $rL$. Then

$$
\frac{V}{I}=rL+R_0\,\frac{\text{artanh}\,i}{i}.
$$

Plotted against $L$ at one fixed current, this is a straight line whose intercept is the resistance of the contacts. At a single small current, the intercept $R_0$ looks the same as that of an ohmic pair. The evidence lies in repeating the plot at other currents. For ohmic contacts the intercept stays the same. For the ideal rectifying pair it grows, by 11% at $i=0.525$, and without limit as $i$ approaches 1. With the bias-dependent barrier of the example, and $I_s$ taken at zero bias, the growth is weaker: 8% at $i=0.525$ and 31% at $i=0.9$, with no divergence at $i=1$. The intercept is the sum of two contact voltages, so a constant intercept does not prove that each contact is ohmic. For contacts with ideality factor $n$ as above, it changes at small current by the fraction $(3/n-1)(3/n-2)\,i^2/6$. At $n=1.5$ this vanishes and the intercept stays within 0.3% up to $i=0.9$, although each contact rectifies by a factor of 3.6 at 0.1 V.

**Temperature.** A total resistance that falls steeply on heating suggests a barrier, but transport in the film may be thermally activated as well. Measuring the intercept at several temperatures separates the contacts from the film, under the same conditions on the samples.

A claim of ohmic contacts is thus a claim about a stated range of current and temperature, and it needs the contact voltage itself to be shown proportional to current over that range. The remaining figures for the example are listed in the numerical output below.

## Calculated quantities

```
Temperature: 300 K
Thermal voltage kT/e: 25.852 mV
Saturation current density Js: 1.000 mA/cm2
Contact area: 1.0e-04 cm2
Saturation current Is: 0.100 uA
Film thickness: 1000 nm
Donor density: 1.0e+16 cm^-3
Mobility: 10.0 cm2/Vs
Mass / electron mass: 0.34
Permittivity static, optical: 10, 4
Zero-bias resistance x area: 51.70 ohm cm2
Zero-bias resistance R0: 517.0 kohm
Single contact, I(+0.1 V)/|I(-0.1 V)|: 47.9
Pair current at 10 mV: 0.01910 uA
Straight line at 10 mV: 0.01934 uA
Forward contact voltage at 10 mV: 4.519 mV
Reverse contact voltage at 10 mV: 5.481 mV
Pair current at 200 mV: 0.09991 uA
Straight line at 200 mV: 0.38682 uA
Forward contact voltage at 200 mV: 17.908 mV
Forward voltage limit kT ln2/e: 17.919 mV
Voltage for 1% conductance drop: 9.01 mV
Voltage for 10% conductance drop: 30.19 mV
1-R^2 of line fit, +-10 mV: 1.15e-05
1-R^2 of line fit, +-50 mV: 4.80e-03
Unequal pair, Js2/Js1: 2.0
Unequal pair, I(+10 mV)/|I(-10 mV)|: 1.1360
Series resistor / R0: 10
Series resistor: 5.170 Mohm
With resistor, voltage for 1% drop: 301.9 mV
With resistor, I/Is at that voltage: 0.525
Barrier before image lowering: 0.5277 eV
Image lowering at zero bias: 36.0 meV
Band bending at zero bias: 0.3672 eV
Depletion width at zero bias: 201.4 nm
Depletion width at 200 mV reverse: 250.4 nm
Emission velocity: 4.613e+06 cm/s
Emission part of flow impedance: 0.0495
Js(200 mV reverse)/Js(0): 1.4467
Bias-dependent / ideal current, 10 mV: 1.00305
Bias-dependent / ideal current, 200 mV: 1.3953
Tunnel / over-barrier flow, zero bias: 0.1194
Tunnel / over-barrier flow, 200 mV rev.: 0.1439
Peak depletion field, 200 mV reverse: 0.0453 MV/cm
Neutral film resistance x area: 3.73e-03 ohm cm2
Neutral film resistance / R0: 7.21e-05
Donor density / band density Nc: 2.01e-03
Heating at 200 mV: 2.00e-04 W/cm2
Js at 350 K: 18.10 mA/cm2
R0 at 350 K: 33.32 kohm
```
